**Analytic regularization and the Ward identity in the QED fermion loop**

When each free fermion line 1/D, with D = p² + m², is replaced by 1/D^(1+δ), the Euclidean loop T_μν keeps the non-transverse part −(m² + q²/6)δ_μν/(4π²) as δ → 0. Here q is the photon momentum, m the fermion mass, and the photon kernel is Π = −e²T. The program evaluates the loop from explicit gamma matrices, continues it in δ by integrating a fitted power-law tail, and asserts agreement with the Feynman-parameter formula for equal and unequal exponents. It also asserts that the violation comes from the regulator factor left on the spectator line, and that a power of the covariant operator gives no dependence on a constant background. Further assertions cover the four-photon remainder 1/(96π²) and the agreement of the transverse part with the pair-production dispersion integral. At q² = 4m² the output shows the longitudinal component approaching −0.04222 m². For the electron, the uncorrected term corresponds to a spurious photon rest energy of 24.63 keV, which the finite counterterm removes.

## Check in Python

```python
"""
Result under test: if every free fermion line 1/D, D = p^2 + m^2, is replaced
by 1/D^(1+delta), the Euclidean QED fermion loop
  T_mn(q) = int d^4k/(2 pi)^4 tr[g_m (m-i kslash) g_n (m-i pslash)]
            / [D(k) D(p)]^(1+delta),   p = k + q,
keeps for delta -> 0 the non-transverse part
  -(m^2 + q^2/6) delta_mn / (4 pi^2).
The photon kernel is Pi = -e^2 T; the counterterm kernel has opposite sign.
Units in the tests: m = M = 1 (M is the regulator scale). q lies on axis 4.
L denotes T_44 (longitudinal), and T_perp the mean of T_11, T_22, T_33.
Divergent integrals are continued in delta: numerical integration to a cutoff,
then exact integration of the fitted power-law tail from the cutoff to infinity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma

PI = np.pi

# Hermitian Euclidean gamma matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2, one2, one4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
GAMMA = np.array([np.block([[zero2, -1j*s], [1j*s, zero2]]) for s in pauli]
                 + [np.block([[zero2, one2], [one2, zero2]])])
for a in range(4):
    for b in range(4):
        anti = GAMMA[a] @ GAMMA[b] + GAMMA[b] @ GAMMA[a]
        assert np.allclose(anti, 2*(a == b)*one4)

# Angular quadrature for int_0^pi sin^2(theta) f(theta) dtheta
N_ANGLE = 48
theta = PI*np.arange(1, N_ANGLE + 1)/(N_ANGLE + 1)
ANGLE_WEIGHT = PI/(N_ANGLE + 1)*np.sin(theta)**2
CUTOFF = 20.0
nodes, weights = np.polynomial.legendre.leggauss(160)


def momenta(k, shift=0.0):
    """Four-vectors of length k at all angles, shifted along axis 4."""
    p = np.zeros((len(k), N_ANGLE, 4))
    p[..., 0] = k[:, None]*np.sin(theta)
    p[..., 3] = k[:, None]*np.cos(theta) + shift
    return p


def denominator(p):
    return np.sum(p*p, axis=-1) + 1.0


def numerator(p):
    return one4 - 1j*np.einsum('...a,aij->...ij', p, GAMMA)


def trace(matrix):
    return np.trace(matrix, axis1=-2, axis2=-1).real


def continued_integral(density, lead):
    """Continue int d^4k/(2 pi)^4 density; radial tail k^(lead-2j)."""
    def radial(k):
        return 4*PI*k**3/(2*PI)**4*(density(k) @ ANGLE_WEIGHT)
    t_max = np.arcsinh(CUTOFF)
    t = 0.5*t_max*(nodes + 1)
    inner = np.sum(0.5*t_max*weights*np.cosh(t)*radial(np.sinh(t)))
    ratio = np.array([1.0, 1.3, 1.7, 2.2, 3.0, 4.0])
    powers = lead - 2*np.arange(6)
    coeff = np.linalg.solve(ratio[:, None]**powers, radial(CUTOFF*ratio))
    return inner - np.sum(coeff*CUTOFF/(powers + 1))


def loop(q, d1, d2, axes):
    """Fermion loop from its definition, averaged over diagonal components."""
    def density(k):
        p1, p2 = momenta(k, -q/2), momenta(k, q/2)
        n1, n2 = numerator(p1), numerator(p2)
        tr = sum(trace(GAMMA[a] @ n1 @ GAMMA[a] @ n2) for a in axes)
        return (tr/len(axes)/denominator(p1)**(1 + d1)
                / denominator(p2)**(1 + d2))
    return continued_integral(density, 1 - 2*(d1 + d2))


def derived_loop(q, d1, d2):
    """Feynman-parameter result: longitudinal and perpendicular components."""
    s = d1 + d2
    norm = 1/(4*PI**2*gamma(1 + d1)*gamma(1 + d2))

    def mean(f):
        return quad(lambda x: x**d2*(1-x)**d1*f(x*(1-x)), 0, 1,
                    epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    longitudinal = -norm*gamma(1+s)/(1-s)*mean(
        lambda y: (1 + y*q*q)**(1-s))
    transverse = -norm*gamma(s)*mean(
        lambda y: 2*y*q*q*(1 + y*q*q)**(-s))
    return longitudinal, longitudinal + transverse


def close(a, b, rel):
    assert abs(a - b) <= rel*max(abs(a), abs(b)), (a, b, rel)


LONG, PERP = (3,), (0, 1, 2)
q = 2.0
limit_L = -(1 + q*q/6)/(4*PI**2)

# Definition against derived formula, convergent and continued regions
for d1, d2 in [(0.8, 0.8), (0.1, 0.1), (0.01, 0.01),
               (0.001, 0.001), (0.002, 0.0)]:
    want_L, want_perp = derived_loop(q, d1, d2)
    close(loop(q, d1, d2, LONG), want_L, 1e-6)
    close(loop(q, d1, d2, PERP), want_perp, 1e-6)

# Removal of the regulator; extrapolation cancels the term linear in delta
table = [(d, loop(q, d, d, LONG)) for d in (0.1, 0.01, 0.001)]
d = 0.001


def extrapolate(function):
    return 2*function(d) - function(2*d)


extrap_L = extrapolate(lambda z: loop(q, z, z, LONG))
one_line_L = extrapolate(lambda z: loop(q, 2*z, 0.0, LONG))
close(extrap_L, limit_L, 1e-4)
close(one_line_L, limit_L, 1e-4)
for other_q in (0.0, 1.0):
    value = extrapolate(lambda z: loop(other_q, z, z, LONG))
    close(value, -(1 + other_q**2/6)/(4*PI**2), 1e-4)


# Cause: the spectator factor D(p)^(-delta) spoils the cancellation
def contraction(kind, delta):
    def density(k):
        p1, p2 = momenta(k, -q/2), momenta(k, q/2)
        D1, D2 = denominator(p1), denominator(p2)
        if kind == 'spectator':
            factor = D2**(-delta)
        elif kind == 'same line':
            factor = D1**(-delta)
        else:
            factor = -delta*np.log(D2/D1)*D1**(-delta)
        return -8*p1[..., 3]*D1**(-1-delta)*factor
    return continued_integral(density, 1 - 4*delta)


with_spectator = contraction('spectator', d)
without_spectator = contraction('same line', d)
first_order = extrapolate(lambda z: contraction('first order', z))
close(with_spectator, q*loop(q, d, d, LONG), 1e-6)
assert abs(without_spectator) < 1e-6
close(first_order, q*limit_L, 1e-4)


# Contrast: a power of the operator containing a constant background A
def covariant_potential(background, eta=0.3):
    return continued_integral(
        lambda k: 2/eta*denominator(momenta(k, background))**(-eta),
        3 - 2*eta)


covariant_change = covariant_potential(0.5) - covariant_potential(0.0)
assert abs(covariant_change) < 1e-6


# Four-photon term: coefficient of e^4 (A^2)^2 at zero external momentum
def four_photon(delta):
    def density(k):
        p = momenta(k)
        step = GAMMA[3] @ numerator(p)
        square = step @ step
        return trace(square @ square)/4/denominator(p)**(4 + 4*delta)
    return continued_integral(density, -1 - 8*delta)


four_delta = 0.01
close(four_photon(four_delta),
      1/(16*PI**2*(3+4*four_delta)*(2+4*four_delta)), 1e-6)
four_limit = extrapolate(four_photon)
close(four_limit, 1/(96*PI**2), 1e-4)


# Transverse part against the pair-production dispersion integral (e^2 = 1)
def polarization(momentum, delta):
    return (loop(momentum, delta, delta, LONG)
            - loop(momentum, delta, delta, PERP))/momentum**2


def dispersion(Q2):
    integral = quad(lambda s: (1+2/s)*np.sqrt(1-4/s)/(s*(s+Q2)),
                    4, np.inf, epsabs=1e-12, epsrel=1e-10)[0]
    return -Q2*integral/(12*PI**2)


loop_difference = extrapolate(
    lambda z: polarization(2.0, z) - polarization(1.0, z))
disp_difference = dispersion(4.0) - dispersion(1.0)
close(loop_difference, disp_difference, 1e-4)

# Pole and constant of A(q^2), obtained from the loop itself
A_minus_pole = extrapolate(
    lambda z: 2*PI**2*polarization(q, z) - 1/(12*z))
A_finite = -5/36 - quad(
    lambda x: x*(1-x)*np.log(1+x*(1-x)*q*q), 0, 1)[0]
close(A_minus_pole, A_finite, 1e-4)

# Electron example
alpha = const.fine_structure
e2 = 4*PI*alpha
mass_keV = const.m_e*const.c**2/const.e/1e3
mass_ratio = np.sqrt(e2/(4*PI**2))
photon_keV = mass_ratio*mass_keV
length_pm = const.hbar/(const.m_e*const.c*mass_ratio)*1e12
bohr_pm = const.physical_constants['Bohr radius'][0]*1e12
physical_pol = e2*dispersion(q*q)

print(f"Euclidean q^2 = {q*q:.1f} m^2; regulator scale M = 1.0 m")
print("Longitudinal loop component L = T_44:")
for delta, value in table:
    print(f"  delta = {delta:.3f}: L = {value:.7f} m^2")
print(f"  extrapolated to delta = 0: L = {extrap_L:.7f} m^2")
print(f"  formula -(m^2+q^2/6)/(4 pi^2) = {limit_L:.7f} m^2")
print(f"  only one line regulated, limit = {one_line_L:.7f} m^2")
print(f"Contraction q_m T_m4 at delta = {d:.3f}:")
print(f"  with spectator factor = {with_spectator:.7f} m^3")
print(f"  spectator moved to same line: |value| < 1e-6 m^3: "
      f"{abs(without_spectator) < 1e-6}")
print(f"  first-order log term, delta -> 0 = {first_order:.7f} m^3")
print(f"  formula q L, delta -> 0 = {q*limit_L:.7f} m^3")
print(f"Covariant power: change for eA = 0.5 m below 1e-6 m^4: "
      f"{abs(covariant_change) < 1e-6}")
print(f"Four-photon coefficient, loop = {four_limit:.8f} (dimensionless)")
print(f"Four-photon coefficient, 1/(96 pi^2) = {1/(96*PI**2):.8f}")
print(f"A(q^2) - 1/(12 delta), loop = {A_minus_pole:.6f} (dimensionless)")
print(f"A(q^2) - 1/(12 delta), formula = {A_finite:.6f}")
print("Polarization difference, q^2 = 4 m^2 minus q^2 = 1 m^2, e^2 = 1:")
print(f"  loop = {loop_difference:.8f} (dimensionless)")
print(f"  dispersion integral = {disp_difference:.8f}")
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"alpha/pi = {alpha/PI:.8f} (dimensionless)")
print(f"Electron rest energy = {mass_keV:.4f} keV")
print(f"Non-transverse Pi remainder at q^2 = 4 m^2: "
      f"{-e2*limit_L:.8f} m^2")
print(f"Counterterm kernel at q^2 = 4 m^2: {e2*limit_L:.8f} m^2")
print(f"Spurious photon mass / electron mass = {mass_ratio:.6f}")
print(f"Spurious photon rest energy = {photon_keV:.4f} keV")
print(f"Spurious screening length = {length_pm:.4f} pm")
print(f"Bohr radius for comparison = {bohr_pm:.4f} pm")
print(f"Physical subtracted polarization at q^2 = 4 m^2: "
      f"{physical_pol:.8f} (dimensionless)")
print("all tests passed")
```

Output:

```
Euclidean q^2 = 4.0 m^2; regulator scale M = 1.0 m
Longitudinal loop component L = T_44:
  delta = 0.100: L = -0.0400024 m^2
  delta = 0.010: L = -0.0418453 m^2
  delta = 0.001: L = -0.0421784 m^2
  extrapolated to delta = 0: L = -0.0422168 m^2
  formula -(m^2+q^2/6)/(4 pi^2) = -0.0422172 m^2
  only one line regulated, limit = -0.0422168 m^2
Contraction q_m T_m4 at delta = 0.001:
  with spectator factor = -0.0843568 m^3
  spectator moved to same line: |value| < 1e-6 m^3: True
  first-order log term, delta -> 0 = -0.0844337 m^3
  formula q L, delta -> 0 = -0.0844343 m^3
Covariant power: change for eA = 0.5 m below 1e-6 m^4: True
Four-photon coefficient, loop = 0.00105541 (dimensionless)
Four-photon coefficient, 1/(96 pi^2) = 0.00105543
A(q^2) - 1/(12 delta), loop = -0.235518 (dimensionless)
A(q^2) - 1/(12 delta), formula = -0.235520
Polarization difference, q^2 = 4 m^2 minus q^2 = 1 m^2, e^2 = 1:
  loop = -0.00336464 (dimensionless)
  dispersion integral = -0.00336467
alpha = 0.007297353 (dimensionless)
alpha/pi = 0.00232282 (dimensionless)
Electron rest energy = 510.9990 keV
Non-transverse Pi remainder at q^2 = 4 m^2: 0.00387137 m^2
Counterterm kernel at q^2 = 4 m^2: -0.00387137 m^2
Spurious photon mass / electron mass = 0.048196
Spurious photon rest energy = 24.6279 keV
Spurious screening length = 8.0123 pm
Bohr radius for comparison = 52.9177 pm
Physical subtracted polarization at q^2 = 4 m^2: -0.00044891 (dimensionless)
all tests passed
```
